# Exact open boundaries on a three-point grid and transmission through a barrier: a program that tests the result

```python
"""
Transmission through a barrier on a finite grid with exact open boundaries.

Result under test (Hartree atomic units, hbar = m = 1):
  a semi-infinite lead of the three-point Hamiltonian
      (H psi)_j = -(psi_{j+1} - 2 psi_j + psi_{j-1}) / (2 h^2) + V_j psi_j
  acts on the device point it touches only through the self-energy
      Sigma = -exp(i k h) / (2 h^2),   E - V_lead = (1 - cos(k h)) / h^2,
  and the transmission is T = Gamma_L Gamma_R |G_N1|^2, Gamma = -2 Im Sigma.

Symbols: h grid spacing, E energy, k grid wave number, G device Green function,
V_L and V_R constant lead potentials, T transmission, R reflection.
"""
import numpy as np
from scipy.integrate import solve_ivp
from scipy.linalg import eigh_tridiagonal, solve_banded


def lead_phase(energy, h):
    """exp(i k h) of the retarded solution; energy is measured from V_lead."""
    c = 1 - h**2 * energy
    lam = c + 1j * np.sqrt(complex(1 - c * c))
    return 1 / lam if abs(lam) > 1 + 1e-12 else lam


def self_energy(energy, h):
    return -lead_phase(energy, h) / (2 * h**2)


def device_green(energy, V, h, sigma_L, sigma_R):
    n = len(V)
    A = np.diag(energy - 1 / h**2 - np.asarray(V)).astype(complex)
    A += (np.eye(n, k=1) + np.eye(n, k=-1)) / (2 * h**2)
    A[0, 0] -= sigma_L
    A[-1, -1] -= sigma_R
    return np.linalg.inv(A)


def scatter(energy, V, h, V_L=0.0, V_R=0.0):
    """T, R and the device Green function from the self-energies."""
    s_L, s_R = self_energy(energy - V_L, h), self_energy(energy - V_R, h)
    G = device_green(energy, V, h, s_L, s_R)
    gam_L, gam_R = -2 * s_L.imag, -2 * s_R.imag
    T = gam_L * gam_R * abs(G[-1, 0])**2
    return T, abs(1 - 1j * gam_L * G[0, 0])**2, G


def march(energy, V, h, V_L, V_R):
    """T and R by stepping an outgoing wave leftwards; no self-energy used."""
    th_L = np.arccos(1 - h**2 * (energy - V_L))
    th_R = np.arccos(1 - h**2 * (energy - V_R))
    right, here = np.exp(1j * th_R), 1.0 + 0j
    for v in V[::-1]:
        right, here = here, 2 * (1 + h**2 * (v - energy)) * here - right
    # now here = psi_0 and right = psi_1
    incoming = (right - here * np.exp(-1j * th_L)) / (2j * np.sin(th_L))
    reflected = here - incoming
    T = np.sin(th_R) / np.sin(th_L) / abs(incoming)**2
    return T, abs(reflected / incoming)**2


def chain_columns(z, V, h, columns):
    """Selected columns of (z - H)^-1 for a long explicit closed chain."""
    n = len(V)
    bands = np.full((3, n), 1 / (2 * h**2), dtype=complex)
    bands[1] = z - 1 / h**2 - V
    rhs = np.zeros((n, len(columns)), dtype=complex)
    rhs[columns, np.arange(len(columns))] = 1
    return solve_banded((1, 1), bands, rhs)


def continuum_T(energy, V0, a):
    q = np.sqrt(complex(2 * (energy - V0)))
    k = np.sqrt(2 * energy)
    return 1 / (1 + V0**2 * (np.sin(q * a) / (k * q))**2).real


def continuum_tilted_T(energy, V0, a, drop):
    """Continuum tilted barrier V0 - drop*x/a by integrating the ODE."""
    k_L, k_R = np.sqrt(2 * energy), np.sqrt(2 * (energy + drop))
    sol = solve_ivp(
        lambda x, y: [y[1], 2 * (V0 - drop * x / a - energy) * y[0]],
        (a, 0), [1 + 0j, 1j * k_R], method="DOP853", rtol=1e-12, atol=1e-13)
    psi, dpsi = sol.y[:, -1]
    return k_R / k_L / abs((psi + dpsi / (1j * k_L)) / 2)**2


# ---------------- parameters of the worked example ----------------
E, V0, a, h, drop = 0.4, 0.5, 2.0, 0.5, 0.2
M = round(a / h)
barrier = np.full(M, V0)
t = 1 / (2 * h**2)
lam = lead_phase(E, h)
kh = np.angle(lam)
sigma = self_energy(E, h)
gamma = -2 * sigma.imag

# ---------------- self-energy against explicit long leads ----------------
for z in (E + 0.02j, 3.0 + 0.02j, 7.0 + 0.02j, -0.3, 8.5):
    surface = chain_columns(z, np.zeros(3000), h, [0])[0, 0]
    assert abs(t**2 * surface - self_energy(z, h)) < 1e-10
chain_sigma = {}
for eta in (0.01, 0.001):
    surface = chain_columns(E + 1j * eta, np.zeros(40000), h, [0])[0, 0]
    chain_sigma[eta] = t**2 * surface
gap = {eta: abs(s - sigma) for eta, s in chain_sigma.items()}
assert 9 < gap[0.01] / gap[0.001] < 11   # distance vanishes linearly with eta

# ---------------- elimination keeps the whole device block ----------------
rng = np.random.default_rng(4)
rough = rng.uniform(-0.5, 1.0, 7)
V_L, V_R, z, n_lead = 0.1, -0.2, E + 0.02j, 3000
full_V = np.concatenate([np.full(n_lead, V_L), rough, np.full(n_lead, V_R)])
sites = n_lead + np.arange(len(rough))
full_block = chain_columns(z, full_V, h, sites)[sites]
small = device_green(z, rough, h, self_energy(z - V_L, h),
                     self_energy(z - V_R, h))
assert np.max(abs(full_block - small)) < 1e-10

# ---------------- T, R and current for irregular potentials ----------------
for energy in (0.15, 0.4, 1.3, 4.0):
    T, R, G = scatter(energy, rough, h, V_L, V_R)
    T_march, R_march = march(energy, rough, h, V_L, V_R)
    assert abs(T - T_march) < 1e-10 and abs(R - R_march) < 1e-10
    assert abs(T + R - 1) < 1e-10
    lam_L = lead_phase(energy - V_L, h)
    psi = G[:, 0] * 1j * lam_L * lam_L.imag / h**2
    bond_current = np.imag(psi[:-1].conj() * psi[1:]) / h
    assert np.allclose(bond_current, T * lam_L.imag / h, atol=1e-10)
T_closed, R_closed, _ = scatter(E, barrier, h, 0.0, 0.7)
assert abs(T_closed) < 1e-12 and abs(R_closed - 1) < 1e-10

# group velocity dE/dk by finite difference equals h * Gamma
k, dk = kh / h, 1e-4
band = lambda q: (1 - np.cos(q * h)) / h**2
velocity = (band(k + dk) - band(k - dk)) / (2 * dk)
assert abs(velocity - h * gamma) < 1e-7

# ---------------- closed form for a uniform grid barrier ----------------
def uniform_T(energy, V0, M, h):
    theta = np.arccos(1 - h**2 * energy)
    phi = np.arccos(complex(np.cos(theta) + h**2 * V0))
    ratio = np.sin(M * phi) / (np.sin(theta) * np.sin(phi))
    return 1 / (1 + h**4 * V0**2 * ratio**2).real

for energy in (0.1, 0.4, 0.9, 2.5, 6.0):
    for points in (2, 4, 9):
        T_green = scatter(energy, np.full(points, V0), h)[0]
        assert abs(T_green - uniform_T(energy, V0, points, h)) < 1e-10

# ---------------- convergence to the continuum ----------------
T_flat_exact = continuum_T(E, V0, a)
T_tilt_exact = continuum_tilted_T(E, V0, a, drop)
assert abs(continuum_tilted_T(E, V0, a, 0.0) - T_flat_exact) < 1e-9
table = []
for spacing in (0.5, 0.25, 0.125, 0.0625, 0.03125):
    n = round(a / spacing)
    x = (np.arange(n) + 0.5) * spacing
    T_flat = scatter(E, np.full(n, V0), spacing)[0]
    T_tilt = scatter(E, V0 - drop * x / a, spacing, 0.0, -drop)[0]
    table.append((spacing, n, T_flat, T_tilt))
flat_err = [row[2] - T_flat_exact for row in table]
tilt_err = [row[3] - T_tilt_exact for row in table]
flat_ratio, tilt_ratio = flat_err[-2] / flat_err[-1], tilt_err[-2] / tilt_err[-1]
assert 3.8 < flat_ratio < 4.2 and 3.8 < tilt_ratio < 4.2

# ---------------- wrong wave number in the self-energy ----------------
lam_wrong = np.exp(1j * np.sqrt(2 * E) * h)
G_wrong = device_green(E, np.zeros(10), h, sigma, -t * lam_wrong)
R_wrong = abs(1 - 1j * gamma * G_wrong[0, 0])**2
R_pred = abs((lam_wrong - lam) / (lam_wrong - 1 / lam))**2
R_empty = scatter(E, np.zeros(10), h)[1]
assert abs(R_wrong / R_pred - 1) < 1e-6 and R_empty < 1e-20

# ---------------- wave packet on a large closed grid ----------------
n_grid, n_fft = 2000, 8192
first = n_grid // 2
V_grid = np.zeros(n_grid)
V_grid[first:first + M] = V0
x = (np.arange(n_grid) - first) * h
k0, width, x0, time = 0.9, 10.0, -200.0, 460.0
packet = np.exp(-(x - x0)**2 / (4 * width**2) + 1j * k0 * x)
packet /= np.linalg.norm(packet)
levels, modes = eigh_tridiagonal(1 / h**2 + V_grid, np.full(n_grid - 1, -t))
final = modes @ (np.exp(-1j * levels * time) * (modes.T @ packet))
P_packet = np.sum(abs(final[first + M:])**2)
weights = abs(np.fft.fft(packet, n_fft))**2 / n_fft
P_formula = 0.0
for m in range(1, n_fft // 2):
    if weights[m] > 1e-15:
        energy_m = (1 - np.cos(2 * np.pi * m / n_fft)) / h**2
        P_formula += weights[m] * scatter(energy_m, barrier, h)[0]
assert abs(P_packet - P_formula) < 1e-6

# ---------------- printed numbers ----------------
T, R, G = scatter(E, barrier, h)
psi = 1j * gamma * lam * G[:, 0]
print(f"energy E = {E} hartree, barrier height = {V0} hartree")
print(f"barrier width = {a} bohr, spacing h = {h} bohr, points = {M}")
print(f"t = 1/(2h^2) = {t:.4f} hartree, band top 2/h^2 = {2/h**2:.4f} hartree")
print(f"cos(kh) = {lam.real:.6f}, sin(kh) = {lam.imag:.6f}, kh = {kh:.6f} rad")
print(f"grid k = {k:.6f} 1/bohr, continuum k = {np.sqrt(2*E):.6f} 1/bohr")
print(f"Sigma = {sigma:.6f} hartree")
for eta, s in chain_sigma.items():
    print(f"explicit lead, Im E = {eta} hartree: Sigma = {s:.6f} hartree")
print(f"Gamma = {gamma:.6f} hartree, group velocity = {velocity:.6f} a.u.")
inner = E - 1 / h**2 - V0
print(f"E-H-Sigma: inner diagonal = {inner:.4f} hartree")
print(f"E-H-Sigma: end diagonal = {inner - sigma:.6f} hartree")
print(f"G_11 = {G[0, 0]:.6f} 1/hartree")
print(f"G_41 = {G[-1, 0]:.6f} 1/hartree, |G_41| = {abs(G[-1, 0]):.6f} 1/hartree")
for j, value in enumerate(psi, 1):
    print(f"psi_{j} = {value:.6f} (unit incoming amplitude)")
print(f"4-point grid: T = {T:.6f}, R = {R:.6f}, T+R = {T+R:.10f}")
print(f"closed form for the 4-point barrier: T = {uniform_T(E, V0, M, h):.6f}")
print(f"tilted barrier: right lead at {-drop} hartree, "
      f"slope = {-drop/a:.3f} hartree/bohr")
print(f"tilted, h = {h} bohr: Sigma_R = {self_energy(E+drop, h):.6f} hartree")
for (spacing, n, T_flat, T_tilt), e1, e2 in zip(table, flat_err, tilt_err):
    print(f"h = {spacing:.5f} bohr, N = {n}: T flat = {T_flat:.6f} "
          f"(error {e1:.2e}), T tilted = {T_tilt:.6f} (error {e2:.2e})")
print(f"continuum: T flat = {T_flat_exact:.6f}, T tilted = {T_tilt_exact:.6f}")
print(f"last error ratios: flat {flat_ratio:.3f}, tilted {tilt_ratio:.3f}")
for energy in (0.2, 0.4, 0.8, 1.6):
    T_scan = scatter(energy, np.full(16, V0), 0.125)[0]
    print(f"scan, h = 0.125 bohr, E = {energy} hartree: T grid = {T_scan:.5f}, "
          f"continuum = {continuum_T(energy, V0, a):.5f}")
print(f"empty grid, continuum k in right Sigma: R = {R_wrong:.3e}")
print(f"empty grid, grid k in both Sigmas: R below 1e-20 is {R_empty < 1e-20}")
print(f"packet: k0 = {k0} 1/bohr, width = {width} bohr, start = {x0} bohr")
print(f"packet: grid points = {n_grid}, elapsed time = {time} a.u.")
print(f"packet transmitted probability = {P_packet:.8f}")
print(f"T averaged over packet spectrum = {P_formula:.8f}")
print("PASS")
```

Output:

```
energy E = 0.4 hartree, barrier height = 0.5 hartree
barrier width = 2.0 bohr, spacing h = 0.5 bohr, points = 4
t = 1/(2h^2) = 2.0000 hartree, band top 2/h^2 = 8.0000 hartree
cos(kh) = 0.900000, sin(kh) = 0.435890, kh = 0.451027 rad
grid k = 0.902054 1/bohr, continuum k = 0.894427 1/bohr
Sigma = -1.800000-0.871780j hartree
explicit lead, Im E = 0.01 hartree: Sigma = -1.789677-0.866855j hartree
explicit lead, Im E = 0.001 hartree: Sigma = -1.798968-0.871281j hartree
Gamma = 1.743560 hartree, group velocity = 0.871780 a.u.
E-H-Sigma: inner diagonal = -4.1000 hartree
E-H-Sigma: end diagonal = -2.300000+0.871780j hartree
G_11 = -0.453054-0.601600j 1/hartree
G_41 = 0.021672-0.349903j 1/hartree, |G_41| = 0.350573 1/hartree
psi_1 = 1.288355-0.253718j (unit incoming amplitude)
psi_2 = 0.991015-0.068755j (unit incoming amplitude)
psi_3 = 0.743226+0.112770j (unit incoming amplitude)
psi_4 = 0.532598+0.299934j (unit incoming amplitude)
4-point grid: T = 0.373621, R = 0.626379, T+R = 1.0000000000
closed form for the 4-point barrier: T = 0.373621
tilted barrier: right lead at -0.2 hartree, slope = -0.100 hartree/bohr
tilted, h = 0.5 bohr: Sigma_R = -1.700000-1.053565j hartree
h = 0.50000 bohr, N = 4: T flat = 0.373621 (error -7.91e-03), T tilted = 0.478845 (error -1.52e-02)
h = 0.25000 bohr, N = 8: T flat = 0.379612 (error -1.92e-03), T tilted = 0.490361 (error -3.70e-03)
h = 0.12500 bohr, N = 16: T flat = 0.381057 (error -4.77e-04), T tilted = 0.493139 (error -9.17e-04)
h = 0.06250 bohr, N = 32: T flat = 0.381415 (error -1.19e-04), T tilted = 0.493827 (error -2.29e-04)
h = 0.03125 bohr, N = 64: T flat = 0.381505 (error -2.98e-05), T tilted = 0.493999 (error -5.72e-05)
continuum: T flat = 0.381535, T tilted = 0.494056
last error ratios: flat 4.002, tilted 4.002
scan, h = 0.125 bohr, E = 0.2 hartree: T grid = 0.15997, continuum = 0.15969
scan, h = 0.125 bohr, E = 0.4 hartree: T grid = 0.38106, continuum = 0.38153
scan, h = 0.125 bohr, E = 0.8 hartree: T grid = 0.79205, continuum = 0.79346
scan, h = 0.125 bohr, E = 1.6 hartree: T grid = 0.99895, continuum = 0.99892
empty grid, continuum k in right Sigma: R = 1.928e-05
empty grid, grid k in both Sigmas: R below 1e-20 is True
packet: k0 = 0.9 1/bohr, width = 10.0 bohr, start = -200.0 bohr
packet: grid points = 2000, elapsed time = 460.0 a.u.
packet transmitted probability = 0.37304557
T averaged over packet spectrum = 0.37304557
PASS
```
